# Nonretarded Lifshitz Energy from the van Kampen Surface-Mode Sum: a numerical check

```python
# Nonretarded van der Waals (Lifshitz) energy of two half-spaces across vacuum.
# Result under test, at zero temperature, per unit area:
#   E(d) = -A/(12 pi d^2),
#   A = (3 hbar/(4 pi)) * integral_0^inf dxi Li3(Delta1(i xi) Delta2(i xi)),
#   Delta = (eps-1)/(eps+1) = chi/(chi+2),  chi = eps-1.
# A lossless body is a pair (w, f): chi(omega) = sum f^2/(w^2-omega^2).
# Frequencies are given as hbar*omega in eV, lengths in nm; q = exp(-k d).
# Independent road: zero-point energies of real normal modes, summed over k.
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.integrate import quad
from scipy import constants as const


def chi(body, omega):
    w, f = body
    return np.sum(f**2 / (w**2 - omega**2))


def delta(susceptibility):
    return susceptibility / (susceptibility + 2)


def dynamical_matrix(b1, b2, q):
    w = np.concatenate([b1[0], b2[0]])
    f = np.concatenate([b1[1], b2[1]])
    n1 = len(b1[0])
    m = 0.5 * np.outer(f, f)
    m[:n1, n1:] *= q
    m[n1:, :n1] *= q
    return m + np.diag(w**2)


def modes(b1, b2, q):
    squares = np.linalg.eigvalsh(dynamical_matrix(b1, b2, q))
    assert squares.min() > 0
    return np.sqrt(squares)


def dispersion(b1, b2, q, omega):
    return 1 - delta(chi(b1, omega)) * delta(chi(b2, omega)) * q**2


def mode_energy(b1, b2, d, nodes=120, kmax=20.0):
    """Zero-point energy per area in eV/nm^2, relative to d = infinity."""
    t, weight = np.polynomial.legendre.leggauss(nodes)
    t, weight = 0.5 * (t + 1), 0.5 * weight
    k = kmax * t**2          # resolves a square-root behaviour at k = 0
    dk = 2 * kmax * t * weight
    isolated = modes(b1, b2, 0.0).sum()
    shift = np.array([modes(b1, b2, np.exp(-kk * d)).sum() - isolated
                      for kk in k])
    return np.sum(dk * k * 0.5 * shift) / (2 * np.pi)


def li3(x):
    return float(mp.re(mp.polylog(3, x)))


def frequency_integral(function):
    edges = [0, 5, 20, 100, np.inf]
    return sum(quad(function, a, b, epsabs=1e-10, epsrel=1e-9, limit=200)[0]
               for a, b in zip(edges[:-1], edges[1:]))


def hamaker(chi1, chi2, weight=li3):
    """Hamaker constant in eV; chi1, chi2 are functions of xi."""
    return 3 / (4 * np.pi) * frequency_integral(
        lambda xi: weight(delta(chi1(xi)) * delta(chi2(xi))))


def on_axis(body):
    return lambda xi: np.sum(body[1]**2 / (body[0]**2 + xi**2))


plasma = (np.array([0.0]), np.array([10.0]))
insulator = (np.array([8.0, 20.0]), np.sqrt(np.array([40.0, 400.0])))
q1 = np.exp(-1.0)

# Matching of potential and normal displacement at both surfaces
e1, e2, qs = sp.symbols('e1 e2 q')
matching = sp.Matrix([[1, -1, -qs, 0], [e1, 1, -qs, 0],
                      [0, -qs, -1, 1], [0, qs, -1, -e2]])
determinant = matching.det()
ratio = determinant / determinant.subs(qs, 0)
expected = 1 - (e1 - 1) * (e2 - 1) / ((e1 + 1) * (e2 + 1)) * qs**2
assert sp.simplify(ratio - expected) == 0

# Eigenfrequencies of the oscillator matrix satisfy the field matching
matching_num = sp.lambdify((e1, e2, qs), matching, 'numpy')


def singularity(omega):
    s = np.linalg.svd(np.array(matching_num(
        1 + chi(plasma, omega), 1 + chi(insulator, omega), q1), dtype=float),
        compute_uv=False)
    return s[-1] / s[0]


isolated_modes = modes(plasma, insulator, 0.0)
coupled_modes = modes(plasma, insulator, q1)
for omega in coupled_modes:
    assert singularity(omega) < 1e-9
    assert singularity(1.01 * omega) > 1e-5

# Dispersion function as a ratio of determinants, at a complex frequency
z = 6.0 + 2.5j
identity = np.eye(3)
det_ratio = (np.linalg.det(dynamical_matrix(plasma, insulator, q1)
                           - z**2 * identity)
             / np.linalg.det(dynamical_matrix(plasma, insulator, 0.0)
                             - z**2 * identity))
assert abs(det_ratio - dispersion(plasma, insulator, q1, z)) < 1e-11

# Argument principle at one wavevector
sum_shift = coupled_modes.sum() - isolated_modes.sum()
axis_shift = frequency_integral(lambda xi: np.log1p(
    -delta(on_axis(plasma)(xi)) * delta(on_axis(insulator)(xi)) * q1**2)) / np.pi
assert abs(sum_shift - axis_shift) < 1e-8


# Contribution of the large arc to the contour integral
def arc(radius):
    x, weight = np.polynomial.legendre.leggauss(60)
    total = 0
    for theta, wt in zip(x * np.pi / 2, weight * np.pi / 2):
        om = radius * np.exp(1j * theta)
        h = 1e-3
        up = np.log(dispersion(plasma, insulator, q1, om * (1 + h)))
        down = np.log(dispersion(plasma, insulator, q1, om * (1 - h)))
        total += wt * (up - down) / (2 * h) * 1j * om
    return total / (2j * np.pi)


arc_200, arc_400 = abs(arc(200.0)), abs(arc(400.0))
assert abs(arc_200 / arc_400 - 8) < 0.16   # next order in 1/R^2 remains

# Wavevector integral and trilogarithm
for x in (0.3, 0.9, 1.0):
    d_test = 1.7
    direct = quad(lambda k: k * np.log1p(-x * np.exp(-2 * k * d_test)),
                  0, 20, epsabs=1e-12, limit=200)[0]
    assert abs(direct + li3(x) / (4 * d_test**2)) < 1e-9

# Hamaker constants: mode sum against trilogarithm formula
pairs = {'11': (plasma, plasma), '22': (insulator, insulator),
         '12': (plasma, insulator)}
A, A_modes = {}, {}
for name, (b1, b2) in pairs.items():
    A[name] = hamaker(on_axis(b1), on_axis(b2))
    for d in (1.0, 2.0):
        value = -12 * np.pi * d**2 * mode_energy(b1, b2, d)
        assert abs(value / A[name] - 1) < 1e-6
        if d == 1.0:
            A_modes[name] = value
bound = np.sqrt(A['11'] * A['22'])
assert A['12'] <= bound

# Leading term of the trilogarithm
first12 = hamaker(on_axis(plasma), on_axis(insulator), lambda x: x)
first11 = hamaker(on_axis(plasma), on_axis(plasma), lambda x: x)
surface_plasma = modes(plasma, plasma, 0.0)[0]
assert abs(first11 - 3 * surface_plasma / 16) < 1e-7

# Pressure from finite differences of the mode energy
gap, step = 1.0, 1e-3
pressure = -(mode_energy(plasma, insulator, gap + step)
             - mode_energy(plasma, insulator, gap - step)) / (2 * step)
pressure_formula = -A['12'] / (6 * np.pi * gap**3)
assert abs(pressure / pressure_formula - 1) < 1e-5

# Absorbing body as a dense set of lossless oscillators
w0, strength, gamma = 12.0, 200.0, 4.0
n_osc, scale = 150, 10.0
theta = (np.arange(n_osc) + 0.5) * np.pi / (2 * n_osc)
w_bath = scale * np.tan(theta)
dw = scale / np.cos(theta)**2 * np.pi / (2 * n_osc)
loss = strength * gamma * w_bath / ((w0**2 - w_bath**2)**2
                                    + (gamma * w_bath)**2)
dense = (w_bath, np.sqrt(2 / np.pi * w_bath * loss * dw))


def chi_damped(xi):
    return strength / (w0**2 + xi**2 + gamma * xi)


A_damped = hamaker(chi_damped, chi_damped)
A_dense = -12 * np.pi * mode_energy(dense, dense, 1.0, nodes=60)
assert abs(A_dense / A_damped - 1) < 3e-4   # finite oscillator set, roundoff
sharp = (np.array([w0]), np.array([np.sqrt(strength)]))
A_sharp = hamaker(on_axis(sharp), on_axis(sharp))

eV = const.e
energy = -A['12'] / (12 * np.pi * gap**2)
length = const.hbar * const.c / (plasma[1][0] * eV) * 1e9
print(f"body 1 plasma energy: {plasma[1][0]:.1f} eV")
print("body 2 oscillator energies:", np.round(insulator[0], 1), "eV")
print("body 2 strengths f^2:", np.round(insulator[1]**2, 1), "eV^2")
print(f"body 2 static permittivity: {1 + chi(insulator, 0.0):.4f}")
print(f"isolated surface mode of body 1: {surface_plasma:.5f} eV")
print("isolated modes, bodies 1 and 2:", np.round(isolated_modes, 5), "eV")
print("coupled modes at kd = 1:", np.round(coupled_modes, 5), "eV")
print(f"sum of mode shifts at kd = 1: {sum_shift:.7f} eV")
print(f"imaginary-axis integral at kd = 1: {axis_shift:.7f} eV")
print(f"arc contribution, R = 200 eV: {arc_200:.3e} eV")
print(f"arc contribution, R = 400 eV: {arc_400:.3e} eV")
print(f"ratio of arc contributions: {arc_200 / arc_400:.3f}")
for name in pairs:
    print(f"A{name} from trilogarithm: {A[name]:.6f} eV")
    print(f"A{name} from mode sum: {A_modes[name]:.6f} eV")
print(f"A12 in SI: {A['12'] * eV * 1e20:.4f} e-20 J")
print(f"geometric mean of A11 and A22: {bound:.6f} eV")
print(f"A11 / isolated mode energy: {A['11'] / surface_plasma:.6f}")
print(f"first-term A11 / isolated mode energy: {first11 / surface_plasma:.6f}")
print(f"first-term part of A12: {first12:.6f} eV")
print(f"first-term share of A12: {100 * first12 / A['12']:.2f} percent")
print(f"gap width: {gap:.1f} nm")
print(f"hbar c / (body 1 plasma energy): {length:.2f} nm")
print(f"energy per area, pair 12: {energy * eV * 1e21:.4f} mJ/m^2")
print(f"pressure, pair 12: {pressure_formula * eV * 1e21:.4f} MPa")
print(f"pressure from mode-energy slope: {pressure * eV * 1e21:.4f} MPa")
print(f"damped body: resonance {w0:.1f} eV, damping {gamma:.1f} eV")
print(f"damped body: strength {strength:.1f} eV^2")
print(f"lossless oscillators per damped body: {n_osc}")
print(f"A of damped pair, trilogarithm: {A_damped:.6f} eV")
print(f"A of damped pair, real-mode sum: {A_dense:.6f} eV")
print(f"A of same pair without damping: {A_sharp:.6f} eV")
print("checks complete")
```

Printed output:

```
body 1 plasma energy: 10.0 eV
body 2 oscillator energies: [ 8. 20.] eV
body 2 strengths f^2: [ 40. 400.] eV^2
body 2 static permittivity: 2.6250
isolated surface mode of body 1: 7.07107 eV
isolated modes, bodies 1 and 2: [ 7.07107  8.73849 24.65033] eV
coupled modes at kd = 1: [ 6.76574  8.83284 24.70234] eV
sum of mode shifts at kd = 1: -0.1589658 eV
imaginary-axis integral at kd = 1: -0.1589658 eV
arc contribution, R = 200 eV: 7.786e-05 eV
arc contribution, R = 400 eV: 9.837e-06 eV
ratio of arc contributions: 7.915
A11 from trilogarithm: 1.472229 eV
A11 from mode sum: 1.472229 eV
A22 from trilogarithm: 0.759319 eV
A22 from mode sum: 0.759319 eV
A12 from trilogarithm: 0.897022 eV
A12 from mode sum: 0.897022 eV
A12 in SI: 14.3719 e-20 J
geometric mean of A11 and A22: 1.057304 eV
A11 / isolated mode energy: 0.208205
first-term A11 / isolated mode energy: 0.187500
first-term part of A12: 0.865038 eV
first-term share of A12: 96.43 percent
gap width: 1.0 nm
hbar c / (body 1 plasma energy): 19.73 nm
energy per area, pair 12: -3.8123 mJ/m^2
pressure, pair 12: -7.6245 MPa
pressure from mode-energy slope: -7.6245 MPa
damped body: resonance 12.0 eV, damping 4.0 eV
damped body: strength 200.0 eV^2
lossless oscillators per damped body: 150
A of damped pair, trilogarithm: 0.427588 eV
A of damped pair, real-mode sum: 0.427589 eV
A of same pair without damping: 0.498670 eV
checks complete
```
